# ZORA at a Potential Step: Position-Dependent Mass and Interface Spin-Orbit Coupling: test program

```python
"""
Result under test (atomic units, hbar = m = 1):
the ZORA operator  V + (1/2) sigma.p K sigma.p,  K = 1/(1 - V/(2 c^2)),
is a BenDaniel-Duke operator with mass 1/K plus a spin-orbit part.
At a potential step the scalar equation keeps psi and K psi' continuous;
the spin-orbit part is a delta function on the step, proportional to the
jump of K, and makes K (R' - lam R/r) continuous on a sphere.
Symbols: V potential, c speed of light, R radial function, lam eigenvalue
of sigma.L (1 for p3/2, -2 for p1/2), a radius and V0 depth of the well.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn, spherical_kn

# ---------- symbolic checks, starting from sigma.p itself ----------
x, y, z = sp.symbols("x y z", real=True)
k = sp.symbols("k", positive=True)


def sigma_p(spinor):
    up, down = spinor
    return [-sp.I * (sp.diff(up, z) + sp.diff(down, x)
                     - sp.I * sp.diff(down, y)),
            -sp.I * (sp.diff(up, x) + sp.I * sp.diff(up, y)
                     - sp.diff(down, z))]


def full_kinetic(K, spinor):
    """sigma.p K sigma.p acting on a spinor (without the factor 1/2)."""
    return sigma_p([K * part for part in sigma_p(spinor)])


def grad(f):
    return sp.Matrix([sp.diff(f, q) for q in (x, y, z)])


K3 = sp.Function("K")(x, y, z)
F = sp.Function("F")(x, y, z)
G = sp.Function("G")(x, y, z)
mass_part = [-sum(sp.diff(K3 * sp.diff(f, q), q) for q in (x, y, z))
             for f in (F, G)]
cF = grad(K3).cross(-sp.I * grad(F))
cG = grad(K3).cross(-sp.I * grad(G))
spin_part = [cF[2] + cG[0] - sp.I * cG[1],
             cF[0] + sp.I * cF[1] - cG[2]]
for left, m_part, s_part in zip(full_kinetic(K3, [F, G]),
                                mass_part, spin_part):
    assert sp.expand((left - m_part - s_part).doit()) == 0

# plane: K depends on z only, spinor is an eigenvector of sigma_y
Kz, fz = sp.Function("K")(z), sp.Function("f")(z)
for s in (1, -1):
    wave = sp.exp(sp.I * k * x) * fz
    result = full_kinetic(Kz, [wave, sp.I * s * wave])[0]
    expected = (-sp.diff(Kz * sp.diff(fz, z), z) + Kz * k**2 * fz
                + s * k * sp.diff(Kz, z) * fz)
    assert sp.simplify(sp.expand(result * sp.exp(-sp.I * k * x))
                       - sp.expand(expected)) == 0

# sphere: explicit p3/2 and p1/2 spinors in Cartesian form
rad = sp.symbols("rad", positive=True)
r_xyz = sp.sqrt(x**2 + y**2 + z**2)
K_trial, f_trial = 1 / (1 + sp.exp(-rad**2)), sp.exp(-rad)
K_xyz, f_xyz = K_trial.subs(rad, r_xyz), f_trial.subs(rad, r_xyz)
R_trial = rad * f_trial
point = {x: sp.Rational(3, 10), y: sp.Rational(2, 5), z: sp.Rational(1, 2)}
for lam, spinor, angular in (
        (1, [(x + sp.I * y) * f_xyz, sp.Integer(0)], x + sp.I * y),
        (-2, [z * f_xyz, (x + sp.I * y) * f_xyz], z)):
    result = complex(sp.N(full_kinetic(K_xyz, spinor)[0].subs(point)))
    radial = (-sp.diff(rad**2 * K_trial * sp.diff(R_trial, rad), rad)
              / rad**2 + 2 * K_trial * R_trial / rad**2
              + lam * sp.diff(K_trial, rad) * R_trial / rad)
    expected = complex(sp.N((radial / rad).subs(rad, r_xyz).subs(point)
                            * angular.subs(point)))
    assert abs(result - expected) < 1e-10

# ---------- the model well ----------
c = 1 / constants.fine_structure
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
V0, a = 2000.0, 0.1


def K_zora(V):
    return 1 / (1 - V / (2 * c**2))


K_in, K_out = K_zora(-V0), K_zora(0.0)
jump_K = K_out - K_in


def wave_numbers(E, Ki, Ko):
    return np.sqrt(2 * (E + V0) / Ki), np.sqrt(-2 * E / Ko)


def matched_level(K_pair, lam, slope_rule=False):
    """Lowest p level from Bessel functions joined at r = a.
    lam = 0 is the scalar rule; slope_rule=True joins bare slopes."""
    def mismatch(E):
        Ki, Ko = K_pair(E)
        q, kap = wave_numbers(E, Ki, Ko)
        j, dj = spherical_jn(1, q * a), q * spherical_jn(1, q * a, True)
        h, dh = (spherical_kn(1, kap * a),
                 kap * spherical_kn(1, kap * a, True))
        wi, wo = (1.0, 1.0) if slope_rule else (Ki, Ko)
        return wi * (dj - lam * j / a) * h - wo * (dh - lam * h / a) * j
    energies = np.arange(-V0 + 1, -1, 10.0)
    values = [mismatch(E) for E in energies]
    for i in range(len(energies) - 1):
        if values[i] * values[i + 1] < 0:
            return brentq(mismatch, energies[i], energies[i + 1],
                          xtol=1e-10)
    raise RuntimeError("no bound level found")


def zora_pair(E):
    return K_in, K_out


def dirac_pair(E):
    return 1 / (1 + (E + V0) / (2 * c**2)), 1 / (1 + E / (2 * c**2))


E_nonrel = matched_level(lambda E: (1.0, 1.0), 0)
E_scalar = matched_level(zora_pair, 0)
E_wrong = matched_level(zora_pair, 0, slope_rule=True)
E_so = {lam: matched_level(zora_pair, lam) for lam in (1, -2)}
E_dirac = {lam: matched_level(dirac_pair, lam) for lam in (1, -2)}
split = E_so[1] - E_so[-2]
split_dirac = E_dirac[1] - E_dirac[-2]

# ---------- finite elements on the weak form, no slope rule imposed ----------
deg = 10
local_nodes = -np.cos(np.pi * np.arange(deg + 1) / deg)
coef = np.linalg.inv(np.vander(local_nodes))
gauss, gauss_w = np.polynomial.legendre.leggauss(24)
basis = np.vander(gauss, deg + 1) @ coef
dbasis = (np.vander(gauss, deg) * np.arange(deg, 0, -1)) @ coef[:-1]
far = [0.15, 0.2, 0.3, 0.4, 0.5, 0.6]
coarse = [0.025, 0.05, 0.075, 0.1]
fine = [0.001, 0.002, 0.004, 0.008, 0.016, 0.03, 0.05, 0.075, 0.1]


def element_level(potential, lam, offsets):
    """Lowest p state; lam=None drops the spin-orbit part."""
    edges = np.array([a - d for d in offsets[::-1]] + [a]
                     + [a + d for d in offsets + far])
    edges[0] = 0.0
    size = (len(edges) - 1) * deg + 1
    H, S = np.zeros((size, size)), np.zeros((size, size))
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        r = edges[e] + half * (gauss + 1)
        w, V = gauss_w * half, potential(r)
        slope = r[:, None] * dbasis / half
        if lam is None:
            kin = (slope.T @ ((w * K_zora(V))[:, None] * slope)
                   + 2 * basis.T @ ((w * K_zora(V))[:, None] * basis))
        else:
            form = slope - lam * basis
            kin = form.T @ ((w * K_zora(V))[:, None] * form)
        part = slice(e * deg, (e + 1) * deg + 1)
        H[part, part] += (kin / 2
                          + basis.T @ ((w * V * r**2)[:, None] * basis))
        S[part, part] += basis.T @ ((w * r**2)[:, None] * basis)
    values, vectors = eigh(H[1:-1, 1:-1], S[1:-1, 1:-1],
                           subset_by_index=[0, 0])
    vector = np.concatenate([[0.0], vectors[:, 0], [0.0]])
    wall = len(offsets)
    return values[0], vector * np.sign(vector[wall * deg]), edges, wall


def wall_data(vector, edges, wall):
    """R(a) and the slopes just inside and just outside the wall."""
    slopes = []
    for e, end in ((wall - 1, 1.0), (wall, -1.0)):
        poly = coef @ vector[e * deg:(e + 1) * deg + 1]
        half = (edges[e + 1] - edges[e]) / 2
        slopes.append(np.polyval(np.polyder(poly), end) / half)
    return vector[wall * deg], slopes[0], slopes[1]


def sharp(r):
    return np.where(r < a, -V0, 0.0)


E_fe, vec, edges, wall = element_level(sharp, None, coarse)
R_a, slope_in, slope_out = wall_data(vec, edges, wall)
assert abs(E_fe - E_scalar) < 1e-5
assert abs(K_in * slope_in / (K_out * slope_out) - 1) < 1e-5
assert abs(slope_in / slope_out - 1) > 0.01
assert abs(E_wrong - E_fe) > 0.1

flux_jump = {}
for lam in (1, -2):
    E_fe_so, vec, edges, wall = element_level(sharp, lam, coarse)
    value, s_in, s_out = wall_data(vec, edges, wall)
    flux_jump[lam] = (K_out * s_out - K_in * s_in) / value
    assert abs(E_fe_so - E_so[lam]) < 1e-5
    assert abs(flux_jump[lam] / (jump_K * lam / a) - 1) < 1e-3

# ---------- first-order interface energy from the Bessel solution ----------
q, kap = wave_numbers(E_scalar, K_in, K_out)
norm = (quad(lambda r: (r * spherical_jn(1, q * r)
                        / spherical_jn(1, q * a))**2, 0, a)[0]
        + quad(lambda r: (r * spherical_kn(1, kap * r)
                          / spherical_kn(1, kap * a))**2, a, a + 0.6)[0])
interface_energy = jump_K * a / (2 * norm)
assert abs(R_a**2 * norm - 1) < 1e-5
assert abs(3 * interface_energy / split - 1) < 0.03

# ---------- smooth walls shrinking to the step ----------
widths = [0.004, 0.002, 0.001, 0.0005]
volume_energy, smooth_split = [], []
for width in widths:
    def smooth(r, width=width):
        return -V0 * expit(-(r - a) / width)
    _, vec, edges, wall = element_level(smooth, None, fine)
    total = 0.0
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        r = edges[e] + half * (gauss + 1)
        R = basis @ vec[e * deg:(e + 1) * deg + 1]
        t = (r - a) / width
        dV = V0 * expit(t) * expit(-t) / width
        dK = K_zora(smooth(r))**2 * dV / (2 * c**2)
        total += np.sum(gauss_w * half * dK * r * R**2) / 2
    volume_energy.append(total)
    smooth_split.append(element_level(smooth, 1, fine)[0]
                        - element_level(smooth, -2, fine)[0])
gaps = np.abs(np.array(volume_energy) / interface_energy - 1)
assert gaps[-1] < 0.02 and gaps[-1] < gaps[0] / 4
assert abs(smooth_split[-1] / split - 1) < 0.02


# ---------- Dirac levels by direct integration of the radial pair ----------
def dirac_mismatch(E, lam):
    def rhs(V):
        return lambda r, u: [
            lam * u[0] / r + (2 * c**2 + E - V) * u[1] / c,
            -(lam + 2) * u[1] / r - (E - V) * u[0] / c]
    r0, r1 = 1e-4, a + 0.5
    start = [r0, c * (1 - lam) / (2 * c**2 + E + V0)]
    inner = solve_ivp(rhs(-V0), (r0, a), start, method="DOP853",
                      rtol=1e-10, atol=1e-15).y[:, -1]
    decay = np.sqrt(-2 * E)
    start = [1.0, c * (-decay - lam / r1) / (2 * c**2 + E)]
    outer = solve_ivp(rhs(0.0), (r1, a), start, method="DOP853",
                      rtol=1e-10, atol=1e-12).y[:, -1]
    return inner[0] * outer[1] / outer[0] - inner[1]


for lam in (1, -2):
    direct = brentq(dirac_mismatch, E_dirac[lam] - 5, E_dirac[lam] + 5,
                    args=(lam,), xtol=1e-8)
    assert abs(direct - E_dirac[lam]) < 1e-4

# ---------- numbers for the text ----------
print(f"speed of light c = {c:.6f} atomic units")
print(f"2 c^2 = {2 * c**2:.3f} hartree")
print(f"well depth V0 = {V0:.1f} hartree")
print(f"well radius a = {a:.3f} bohr")
print(f"K inside = {K_in:.6f} (dimensionless)")
print(f"K outside = {K_out:.6f} (dimensionless)")
print(f"jump of K, outside minus inside = {jump_K:.6f} (dimensionless)")
print(f"mass inside = {1 / K_in:.6f} electron masses")
print(f"mass outside = {1 / K_out:.6f} electron masses")
print(f"nonrelativistic p level = {E_nonrel:.4f} hartree")
print(f"scalar ZORA p level, matching = {E_scalar:.4f} hartree")
print(f"scalar ZORA p level, finite elements = {E_fe:.4f} hartree")
print(f"level if bare slope were continuous = {E_wrong:.4f} hartree")
print(f"error of the bare-slope rule = {E_wrong - E_scalar:.4f} hartree")
print(f"inner wave number q = {q:.4f} 1/bohr")
print(f"outer decay constant = {kap:.4f} 1/bohr")
print(f"R(a) = {R_a:.5f} bohr^(-3/2)")
print(f"slope R' just inside = {slope_in:.3f} bohr^(-5/2)")
print(f"slope R' just outside = {slope_out:.3f} bohr^(-5/2)")
print(f"K R' just inside = {K_in * slope_in:.3f} bohr^(-5/2)")
print(f"K R' just outside = {K_out * slope_out:.3f} bohr^(-5/2)")
for lam, name in ((1, "p3/2"), (-2, "p1/2")):
    print(f"{name}: ZORA level = {E_so[lam]:.4f} hartree")
    print(f"{name}: jump of K R' over R(a), finite elements"
          f" = {flux_jump[lam]:.5f} 1/bohr")
    print(f"{name}: jump of K times lam/a = {jump_K * lam / a:.5f} 1/bohr")
    print(f"{name}: Dirac level = {E_dirac[lam]:.4f} hartree")
print(f"interface energy per unit lam = {interface_energy:.5f} hartree")
print(f"first-order splitting = {3 * interface_energy:.4f} hartree")
print(f"ZORA splitting = {split:.4f} hartree")
print(f"ZORA splitting = {split * hartree_eV:.2f} eV")
print(f"Dirac splitting = {split_dirac:.4f} hartree")
for width, energy, sps in zip(widths, volume_energy, smooth_split):
    print(f"wall width {width:.4f} bohr: volume spin-orbit energy per"
          f" unit lam = {energy:.5f} hartree")
    print(f"wall width {width:.4f} bohr: splitting = {sps:.4f} hartree")
print("every check passed")
```

Printed output:

```
speed of light c = 137.035999 atomic units
2 c^2 = 37557.730 hartree
well depth V0 = 2000.0 hartree
well radius a = 0.100 bohr
K inside = 0.949441 (dimensionless)
K outside = 1.000000 (dimensionless)
jump of K, outside minus inside = 0.050559 (dimensionless)
mass inside = 1.053251 electron masses
mass outside = 1.000000 electron masses
nonrelativistic p level = -1260.6852 hartree
scalar ZORA p level, matching = -1286.6039 hartree
scalar ZORA p level, finite elements = -1286.6039 hartree
level if bare slope were continuous = -1295.9577 hartree
error of the bare-slope rule = -9.3538 hartree
inner wave number q = 38.7656 1/bohr
outer decay constant = 50.7268 1/bohr
R(a) = 23.92694 bohr^(-3/2)
slope R' just inside = -1571.880 bohr^(-5/2)
slope R' just outside = -1492.408 bohr^(-5/2)
K R' just inside = -1492.408 bohr^(-5/2)
K R' just outside = -1492.408 bohr^(-5/2)
p3/2: ZORA level = -1285.1641 hartree
p3/2: jump of K R' over R(a), finite elements = 0.50559 1/bohr
p3/2: jump of K times lam/a = 0.50559 1/bohr
p3/2: Dirac level = -1264.9782 hartree
p1/2: ZORA level = -1289.5286 hartree
p1/2: jump of K R' over R(a), finite elements = -1.01118 1/bohr
p1/2: jump of K times lam/a = -1.01118 1/bohr
p1/2: Dirac level = -1269.6764 hartree
interface energy per unit lam = 1.44725 hartree
first-order splitting = 4.3417 hartree
ZORA splitting = 4.3645 hartree
ZORA splitting = 118.76 eV
Dirac splitting = 4.6982 hartree
wall width 0.0040 bohr: volume spin-orbit energy per unit lam = 1.58395 hartree
wall width 0.0040 bohr: splitting = 4.7673 hartree
wall width 0.0020 bohr: volume spin-orbit energy per unit lam = 1.48673 hartree
wall width 0.0020 bohr: splitting = 4.4789 hartree
wall width 0.0010 bohr: volume spin-orbit energy per unit lam = 1.45814 hartree
wall width 0.0010 bohr: splitting = 4.3950 hartree
wall width 0.0005 bohr: volume spin-orbit energy per unit lam = 1.45025 hartree
wall width 0.0005 bohr: splitting = 4.3724 hartree
every check passed
```
